# Why stacking-fault dechannelling is nearly energy independent for an aligned beam

Suppose that a crystal contains stacking faults and that a channelled ion beam is used to count them. Each channelled ion that crosses a fault has some probability \(\chi\) of leaving its channel. The rise in dechannelling, taken per channelled ion and corrected for any ions that enter channels at the fault, must be divided by \(\chi\) to give the faulted fraction of the beam area. If \(\chi\) were calibrated at 1 MeV and then assumed to grow as the square root of the energy, the fault density inferred at 4 MeV would be too small by a factor of two, should the true \(\chi\) be constant. The energy dependence must therefore be known before a calibration made at one energy is used at another.

A short argument says that \(\chi\) is constant: a fault shifts the channel sideways, and this changes the ion's transverse potential energy by an amount that does not contain its total energy. The statement about the jump is correct, but it does not settle the matter. An ion escapes if its transverse energy after the jump exceeds a threshold. The threshold, and the distribution of transverse energies and positions on arrival, must also be free of the ion energy. A planar channel in magnesium shows when they are.

## The transverse energy and its jump

Let an ion of mass \(M\), speed \(v\) and energy \(E=Mv^2/2\) travel along \(z\), nearly parallel to a set of atomic planes. Let \(x\) be its distance from the middle of a channel, and \(\psi=dx/dz\) its small angle to the planes. In the continuum approximation the ion feels the planes as smooth charged sheets, with potential energy \(U(x)\), chosen so that \(U(0)=0\). Motion is treated as classical and non-relativistic, and slowing is neglected for now.

The transverse velocity is \(v\psi\), so the transverse energy is
\[
E_t=\tfrac12 M(v\psi)^2+U(x)=E\psi^2+U(x).
\]
It is conserved in the perfect crystal, because \(U\) does not depend on \(z\).

At the fault the planes move sideways by \(s\), and the potential becomes \(U(x-s)\). If the change takes place over a much shorter path than the ion needs to move appreciably across the channel, then \(x\) and \(\psi\) are the same just before and just after. The kinetic term \(E\psi^2\) cancels from the difference:
\[
\Delta E_t=U(x-s)-U(x).
\]
For a given position \(x\), this contains no \(E\).

A real fault has a thickness \(w\). To see what this does, let the potential pass from one form to the other as \((1-f)U(x)+fU(x-s)\), where \(f\) rises linearly from 0 to 1 over \(w\). Only the explicit change of the potential alters the transverse energy, so, with \(J(x)=U(x-s)-U(x)\),
\[
\Delta E_t=\int_0^w \frac{1}{w}\,J(x(z))\,dz .
\]
To first order \(x(z)=x_0+\psi z\), which gives
\[
\Delta E_t\simeq J(x_0)+\tfrac12 w\psi J'(x_0).
\]
Since \(|\psi|=\sqrt{(E_t-U)/E}\), the correction falls as \(1/\sqrt E\) for a given transverse state.

## Why the arriving distribution is free of the energy

Let an ion be held in its channel if it cannot come closer to the planes on either side than a fixed distance \(x_c\), set by thermal vibration. If \(A_c\) is the largest permitted excursion from mid-channel, the threshold is \(E_c=U(A_c)\), and an ion with more transverse energy than this is counted as dechannelled. It is free of \(E\) as long as \(x_c\) is. The ion escapes at the fault if
\[
E_t-U(x)+U(x-s)>E_c .
\]

Now let the beam enter exactly parallel to the planes. Then \(\psi=0\) at the surface and \(E_t=U(x_{\rm in})\). The entry points \(x_{\rm in}\) are spread uniformly, whatever the energy. The distribution of \(E_t\) is thus fixed by the crystal alone.

The position at the fault still depends on how far the ion has oscillated. Newton's law is \(M\,d^2x/dt^2=-U'(x)\), and \(dt=dz/v\), so that
\[
Mv^2\frac{d^2x}{dz^2}=2E\,\frac{d^2x}{dz^2}=-U'(x).
\]
With \(\zeta=z/\sqrt{2E}\) we have \(d^2/dz^2=(2E)^{-1}d^2/d\zeta^2\), and the energy disappears:
\[
\frac{d^2x}{d\zeta^2}=-U'(x),\qquad \frac{dx}{d\zeta}=0\ \text{at}\ \zeta=0 .
\]
The kinetic term \(E\psi^2=\tfrac12(dx/d\zeta)^2\) is free of \(E\) as well. Hence the dechannelled fraction for a fault at depth \(z\) has the form
\[
\chi=F\!\left(z/\sqrt E\right).
\]

This is the accurate statement within the model. Changing the energy stretches the pattern of oscillations in depth. A single fault at a fixed shallow depth then meets a different part of the pattern, and its \(\chi\) can change strongly. If faults are spread over many oscillations, the stretching no longer matters.

The averaged value follows from the time an ion spends at each position. An ion that entered at \(x_{\rm in}=A\) has \(E_t=U(A)\) and swings between \(-A\) and \(A\). The path length it spends in \(dx\) is
\[
dz=\frac{dx}{|\psi|}=\frac{\sqrt E\,dx}{\sqrt{U(A)-U(x)}} .
\]
The factor \(\sqrt E\) cancels on normalization. The surviving part of ions of amplitude \(A\) is therefore
\[
S(A)=\frac{\displaystyle\int_{\rm surv}\frac{dx}{\sqrt{U(A)-U(x)}}}{\displaystyle\int_{-A}^{A}\frac{dx}{\sqrt{U(A)-U(x)}}},
\]
where "surv" denotes the positions with \(U(A)-U(x)+U(x-s)<E_c\). Averaging over uniform entry gives
\[
\chi_{\rm mix}=1-\frac1{A_c}\int_0^{A_c}S(A)\,dA .
\]
No ion energy remains.

The scaling also holds for axial channels: \(x\) becomes a two-dimensional vector and \(U'\) a gradient, and the same change of variable removes \(E\). The time average above is specific to one dimension, since an axial orbit need not visit its whole accessible area.

## A basal fault in magnesium

Magnesium is hexagonal close-packed, with basal layers stacked ABAB… Consider a fault that turns the sequence into …ABABCBCB…: above it the occupied sites are A and B, below it B and C. With one axis along a close-packed row, the sites in a layer are
\[
A=(0,0),\quad B=\left(\frac a2,\frac{a}{2\sqrt3}\right),\quad C=\left(0,\frac{a}{\sqrt3}\right).
\]

The \(\{10\bar10\}\) planes parallel to that row repeat at \(D=\sqrt3\,a/2\), so A, B and C lie at heights \(0\), \(D/3\) and \(2D/3\). Above the fault there are planes at \(0\) and \(D/3\), and so a narrow gap \(D/3\) and a wide gap \(2D/3\). The middle of the wide gap is the empty height C. Below the fault C is filled and A is empty. The pattern has moved by \(s=D/3\), and a plane now stands where the channel had its centre.

The \(\{11\bar20\}\) planes perpendicular to the row are spaced by \(a/2\). The first coordinates of A, B and C are all multiples of \(a/2\), so these planes do not move, and the mechanism is absent there. A fault dechannels by this route only if it shifts the chosen planes by something other than a whole repeat.

Let He ions of 1, 2 and 4 MeV travel between the \(\{10\bar10\}\) planes, in a direction that crosses the basal layers but stays away from the \(c\) axis. The potential comes from the screened Coulomb energy of ion and atom,
\[
V(r)=\frac{Z_1Z_2e^2}{r}\sum_i\alpha_i e^{-\beta_i r/a_s},
\]
where \(e^2\) includes the factor \(1/4\pi\varepsilon_0\), \(Z_1=2\), \(Z_2=12\), and the Molière constants are \(\alpha=(0.10,0.55,0.35)\), \(\beta=(6,1.2,0.3)\). The Thomas–Fermi screening length is \(a_s=0.0205\) nm. For a plane with \(n_s=1/(ac)\) atoms per area, at distance \(\ell\), use \(r^2=\rho^2+\ell^2\) and \(\rho\,d\rho=r\,dr\):
\[
n_s\!\int_0^\infty\!2\pi\rho V\,d\rho=2\pi n_s\!\int_\ell^\infty\! rV\,dr
=2\pi n_sZ_1Z_2e^2a_s\sum_i\frac{\alpha_i}{\beta_i}e^{-\beta_i\ell/a_s}.
\]
This is averaged over a Gaussian thermal displacement of rms size \(u=0.014\) nm and summed over all planes.

With the model inputs \(a=0.321\) nm and \(c=0.521\) nm, \(D=0.2780\) nm and \(s=0.0927\) nm. I take \(x_c=2u=0.028\) nm. Half the wide gap is also \(D/3\), hence
\[
A_c=0.0927-0.0280=0.0647\ \text{nm},\qquad E_c=12.96\ \text{eV}.
\]
The potential is 16.10 eV in the middle of the narrow gap and 24.23 eV on a plane. Since 16.10 eV exceeds \(E_c\), every ion in a narrow gap is counted here as dechannelled. This is a choice: only the wide gaps are treated as channels. Ions that stay within 0.018 nm of the middle of a narrow gap also keep farther than \(x_c\) from the planes, and an aligned beam puts 0.132 of its ions there. If such ions were counted as channelled, the values of \(\chi\) found below would be lower. For the ions that start in the wide gaps, some of which would then survive in a narrow gap below the fault, \(\chi\) would be 0.433 instead of 0.717 for a fault at the surface, and 0.80 instead of 0.883 for the average over many oscillations. Taken over the ions of both kinds of gap together, it would be about 0.34 and 0.62. They would still follow the same scaling with energy.

An aligned beam puts a fraction \(2A_c/D=0.465\) of its ions into the wide channels. The values of \(\chi\) below refer to these ions, unless the whole beam is named.

They count losses only. The fault also offers new channels to ions that were outside the old ones, and some of these are captured. For an aligned beam and a fault at the surface, gain and loss balance exactly, because the crystal below the fault accepts the same share of the beam as the crystal above. For faults spread over many oscillations, the model without scattering gives a loss of about 0.41 of the whole beam and a capture of about 0.29, so the net rise in dechannelling is only about 0.12. (It would be about 0.21 if the narrow gaps were counted as channels too.) Many of the ions outside the wide channels pass close to atoms and are readily scattered, which changes the capture. It must be estimated separately before \(\chi\) is applied to a measured yield.

## Reading the dechannelled fraction

A fault at the surface can be treated by hand. The ions have no transverse motion, and survive if \(|x-s|<A_c\), that is, if \(x>s-A_c=x_c\). They occupy the interval from \(x_c\) to \(A_c\), out of a total width \(2A_c\):
\[
\chi(0)=1-\frac{A_c-x_c}{2A_c}=\frac{A_c+x_c}{2A_c}=\frac{s}{2A_c}=\frac{0.0927}{0.1293}=0.717 .
\]

For deeper faults, part of the answer is equally direct. An ion of amplitude \(A<x_c\) is never closer to the new channel centre than \(s-A>s-x_c=A_c\). Its new potential energy alone exceeds \(E_c\), and it is lost at every phase. These ions make up \(x_c/A_c=0.028/0.0647=0.433\) of the channelled beam. The others survive during part of their swing, on the side towards which the channel moves. The full integral gives \(\chi_{\rm mix}=0.883\), so the ions with \(A>x_c\) are lost with mean probability
\[
\frac{0.883-0.433}{1-0.433}=0.79 .
\]

Trajectories integrated separately at 1, 2 and 4 MeV, and averaged over faults from 500 to 8000 nm deep, give 0.8833, 0.8832 and 0.8834. The long range tests the averaging within the model; real ions would be scattered on such a path. For faults between 100 and 500 nm, taken every 20 nm, the averages are 0.878, 0.885 and 0.872; a continuous spread of depths gives 0.880, 0.889 and 0.873, so the third digit depends on the sampling. They differ by 0.01 to 0.02, without a steady trend, because this range holds few oscillations.

A single fault at 60 nm behaves quite differently: \(\chi=0.717\), 0.926 and 1.000 at the three energies. The small-oscillation wavelength,
\[
\lambda=2\pi\sqrt{\frac{2E}{U''(0)}},
\]
is 126, 178 and 252 nm. At 4 MeV, 60 nm is nearly a quarter wavelength. The ions have gathered near mid-channel, where the new plane appears, and all are lost. At 1 MeV it is nearly half a wavelength. The ions are close to the mirror images of their entry points, and since the entry distribution is symmetric, the surface value returns. The jump law holds in all three cases; the positions on arrival make the difference.

The scaling law accounts for this. A fourfold energy should double all depths, and the 1 MeV curve at \(z\) agrees with the 4 MeV curve at \(2z\) to within 0.002 in \(\chi\), for \(z\) up to 1000 nm.

## Suddenness is essential

The rms jump in transverse energy is 18.7 eV at all three energies, for ions spread over all phases. Giving the fault a thickness of one lattice constant, 0.521 nm, changes individual jumps by 0.162, 0.115 and 0.081 eV rms, less than 1% of the rms jump. Successive values fall by a factor of about \(\sqrt2\) for each doubling of energy, as derived above. The effect on \(\chi\) is at most about \(10^{-4}\).

For contrast, keep the total shift at \(D/3\) but let the planes slide smoothly over \(W=150\) nm, with the channel centre at
\[
X(z)=\frac s2\left[1-\cos\frac{\pi z}{W}\right].
\]
This is a control case, not a picture of a stacking fault. The dechannelled fraction is now 0.022, 0.196 and 0.463 at 1, 2 and 4 MeV. The jump is no longer sudden, and the energy independence is gone.

The harmonic limit shows why. Let \(q=x-X\) be the distance from the moving centre, and \(k=2\pi/\lambda\). Then \(q''+k^2q=-X''\). An ion initially at rest at the centre is left oscillating with amplitude
\[
B=\frac1k\left|\int_0^W X''e^{ikz}dz\right|=\left|\int_0^W X'e^{ikz}dz\right| .
\]
The second form follows by parts, because \(X'\) vanishes at both ends. Insert \(X'=(\pi s/2W)\sin(\pi z/W)\) and use
\[
\int_0^W\!\sin\frac{\pi z}{W}\,e^{ikz}dz=\frac{(\pi/W)(1+e^{ikW})}{(\pi/W)^2-k^2},\qquad |1+e^{ikW}|=2\left|\cos\frac{kW}2\right| .
\]
The result is
\[
B=s\,\frac{|\cos(\pi W/\lambda)|}{|1-4W^2/\lambda^2|}.
\]
For \(W\ll\lambda\), \(B\to s\): the ion stays where it was and finds itself a full shift from the new centre. For \(W\gg\lambda\), \(B\) is small and the ion follows the channel. With the wavelengths above, \(B\) is 0.016, 0.044 and 0.065 nm. The last already equals about \(A_c\). These harmonic amplitudes explain the trend but do not give the fractions, since the real channel is anharmonic and the ions arrive with a range of amplitudes. The cosine also means that \(B\) itself need not rise steadily with energy for every \(W\): it vanishes at \(W=3\lambda/2\). The full fraction, averaged over amplitudes in the anharmonic channel, need not show such a dip.

## How well aligned the beam must be

An ion entering at angle \(\psi_0\) has
\[
E_t=U(x_{\rm in})+E\psi_0^2 .
\]
At fixed angle the second term grows with energy, and the distribution is no longer set by the crystal alone. Good alignment means \(E\psi_0^2\ll E_c\), or
\[
|\psi_0|\ll\sqrt{E_c/E},
\]
where the right side is 3.60, 2.55 and 1.80 mrad at the three energies. A fixed divergence is therefore a stricter demand at higher energy.

Because misalignment also reduces the number of ions channelled at entry, the fair measure here is the share of the whole beam that the fault removes from channels, with capture left out. For perfect alignment it is \(0.465\times0.883=0.411\). With an rms divergence of 0.3 mrad it is 0.409, 0.407 and 0.403, a fall of 1.6% from 1 to 4 MeV. The mean added energy, \(E\) times the mean square angle, rises from 0.09 eV at 1 MeV to 0.36 eV at 4 MeV, where it is about 3% of \(E_c\). With a tilt of 1.5 mrad the added energy is 2.25, 4.5 and 9 eV, and the share falls from 0.348 to 0.299 and 0.210. That is a drop of 40%, although the jump at each position is unchanged.

## What a real crystal adds

The lattice constants and thermal amplitude are chosen inputs, roughly those of magnesium at room temperature. The digits quoted above serve to compare calculations within the model, not to predict a measurement to that accuracy. The model leaves out scattering before the fault. When an ion gives an electron energy \(p^2/2m_e\), its own transverse energy across the planes rises on average by about \((p^2/2)/2M\), or \(m_e/2M\) times the energy given up, if the momentum transfer \(p\) is mainly sideways. Applied to the whole energy loss to valence electrons, which overstates their part, this gives 4.4, 2.6 and 1.5 eV over 500 nm at 1, 2 and 4 MeV. At 1 MeV that is a third of \(E_c\). Core electrons and vibrating nuclei add to it. The heating is weaker at high energy, so it brings back some energy dependence.

Its possible effect on \(\chi\) can be judged from the opposite extreme, a channel filled uniformly in position and transverse momentum up to \(E_c\). At each \(x\) the occupied momentum range is proportional to \(\sqrt{E_c-U(x)}\). Survivors must also satisfy the same condition with \(U(x-s)\), so
\[
\chi_{\rm fill}=1-\frac{\int\sqrt{E_c-\max[U(x),U(x-s)]}\;dx}{\int\sqrt{E_c-U(x)}\;dx},
\]
with negative arguments set to zero. This too is free of \(E\), and equals 0.819. Passing from the fresh aligned beam to the filled channel thus moves \(\chi\) by 0.06. This is a measure of sensitivity, not a strict bound. Ions lost before reaching the fault must be counted separately in any measured yield.

The rough relative energy loss over 500 nm is 12%, 5% and 2%, so the assumption of constant \(E\) is poorest at 1 MeV. The absolute value of \(\chi\) also depends on the escape criterion: \(x_c=1.5u\) gives 0.81 and \(x_c=2.5u\) gives 0.94. (In the first case the threshold lies just above the potential in the middle of the narrow gap, and a few ions caught there count as survivors; without them the value is 0.82.) This uncertainty is larger than the differences between energies found for the distributed faults. If \(x_c\) itself varied with energy, \(\chi\) would vary with it.

One value of \(\chi\) may therefore serve at several energies when the beam divergence is well below the critical angle, the faults are spread over several oscillation wavelengths, and scattering before them is weak or separately corrected. Capture of ions from outside the channels must also be allowed for. For one shallow fault, the comparison should be made at equal \(z/\sqrt E\). Most of the values behind these comparisons are listed in the numerical output.

## Computed results

```
Mg lattice constants a, c (rough): 0.321, 0.521 nm
thermal amplitude (rough): 0.014 nm; x_c: 0.028 nm
Thomas-Fermi screening length: 0.0205 nm
plane repeat D: 0.2780 nm; fault shift s: 0.0927 nm
wide gap: 0.1853 nm; narrow gap: 0.0927 nm
largest channelled amplitude A_c: 0.0647 nm
threshold E_c: 12.96 eV
U at middle of narrow gap: 16.10 eV; on a plane: 24.23 eV
part of beam channelled at entry, aligned: 0.4652
Lists below are for ion energies (MeV): 1, 2, 4
critical angle sqrt(E_c/E) (mrad): 3.60, 2.55, 1.80
small-oscillation wavelength (nm): 125.8, 177.9, 251.6
rms jump of transverse energy (eV): 18.72, 18.74, 18.71
rms error of sudden jump, fault 0.521 nm thick (eV): 0.162, 0.115, 0.081
Dechannelled fraction of channelled ions:
  phase-mixed integral, any energy: 0.8832
  trajectories, faults at 500-8000 nm: 0.8833, 0.8832, 0.8834
  trajectories, faults at 100-500 nm: 0.8780, 0.8845, 0.8719
  trajectories, one fault at 60 nm: 0.7170, 0.9260, 1.0000
  fault at the surface (zero depth): 0.7170
  largest gap, 1 MeV at z against 4 MeV at 2z: 0.0020
  change from fault thickness 0.521 nm: -0.0001, -0.0001, 0.0000
  same shift spread over 150 nm: 0.0222, 0.1958, 0.4626
  filled channel, any energy: 0.8193
  phase-mixed with x_c = 1.5 and 2.5 amplitudes: 0.8107, 0.9392
Share of whole beam dechannelled by the fault:
  perfectly aligned, any energy: 0.4109
  rms divergence 0.3 mrad: 0.4090, 0.4070, 0.4026
  tilt 1.5 mrad: 0.3476, 0.2992, 0.2097
E*psi^2 for the divergence (eV): 0.09, 0.18, 0.36
E*psi^2 for the tilt (eV): 2.25, 4.50, 9.00
Neglected effects over 500 nm of path:
  transverse heating by valence electrons, upper estimate (eV): 4.39, 2.58, 1.49
  relative energy loss, rough (%): 12.3, 4.8, 1.6
```
